# Why Brewster-angle CO2 laser light reduces pattern-dependent heating of silicon

**Question.** A laser heats a patterned silicon wafer for about a millisecond. Some regions are bare; others carry oxide, nitride or polysilicon. Why do their temperatures differ less when the light is p-polarized, has a wavelength of 10.6 µm and arrives near 74° from the normal?

## The mechanism

During such a pulse, the pattern affects the temperature mainly through the fraction of light that each region reflects. Two separate effects make this fraction small and nearly uniform.

The first is the Brewster effect. Light entering silicon drives dipoles along the local electric field. For p polarization this field lies in the plane of incidence, perpendicular to the refracted ray. At one angle of incidence the refracted ray is perpendicular to the reflected direction, so the dipoles point along that direction. A dipole does not radiate along its axis, and the reflected wave vanishes.

A film disturbs this balance, because the field inside it points in a different direction. Here the second effect enters: a film much thinner than the wavelength contributes an amplitude proportional to its small thickness. With no reflected wave from the silicon to interfere with, this amplitude enters the reflected power only as its square.

Neither effect alone makes the reflected fraction both small and nearly uniform. At a short wavelength the film's amplitude need not be small. Far from the Brewster angle the silicon supplies a large reflected wave, with which the film's wave can interfere.

## From Maxwell's equations to the reflectance

Let $z$ point into the wafer and $x$ lie along the surface in the plane of incidence. The films are flat and uniform over many wavelengths. Fields vary as $e^{i(k_0sx-\omega t)}$, with $k_0=2\pi/\lambda$ and $s=\sin\theta$; loss means $\operatorname{Im}\varepsilon>0$. For p polarization the magnetic field is $H_y$, and Maxwell's curl equations give

$$\partial_zH_y=i\omega\varepsilon_0\varepsilon E_x,\qquad E_z=-\frac{k_0s}{\omega\varepsilon_0\varepsilon}H_y,$$

$$\partial_zE_x=i\omega\mu_0H_y+ik_0sE_z .$$

Insert $E_z$ and write $H=H_y$, $E=E_x/Z_0$, where $Z_0=\mu_0c=1/(\varepsilon_0c)$. Then

$$H'=ik_0\varepsilon E,\qquad E'=ik_0\left(1-\frac{s^2}{\varepsilon}\right)H. \tag{1}$$

Both $H$ and $E$ are tangential fields, continuous at every interface.

In vacuum the incident wave has $E=q_0H$, with $q_0=\cos\theta$, and the reflected wave has $E=-q_0H$. At the top surface $H=1+r$ and $E=q_0(1-r)$, hence

$$r=\frac{q_0H-E}{q_0H+E}. \tag{2}$$

The silicon is assumed thick enough to absorb all transmitted light, so it carries only an inward wave. Its $z$ wavenumber is $k_0\sqrt{\varepsilon_s-s^2}$, and (1) gives $E=q_sH$ with $q_s=\sqrt{\varepsilon_s-s^2}/\varepsilon_s$. Bare silicon therefore has

$$r_0=\frac{q_0-q_s}{q_0+q_s}.$$

For real $\varepsilon_s$ this vanishes when $1-s^2=(\varepsilon_s-s^2)/\varepsilon_s^2$. Multiplying by $\varepsilon_s^2$ and collecting terms gives $s^2(\varepsilon_s^2-1)=\varepsilon_s(\varepsilon_s-1)$, so

$$s^2=\frac{\varepsilon_s}{1+\varepsilon_s},\qquad q_0^2=\frac1{1+\varepsilon_s},\qquad \tan\theta_B=\sqrt{\varepsilon_s}. \tag{3}$$

The refracted angle obeys $\sin\theta_t=s/\sqrt{\varepsilon_s}=q_0=\cos\theta_B$. The reflected and refracted rays are thus perpendicular, as the dipole argument requires.

Now add films of thickness $d_j$ and permittivity $\varepsilon_j$. Set $H=1$, $E=q_s$ at the silicon surface. For thin films, one integration of (1) up to the top gives

$$H\simeq1-ik_0q_s\sum_jd_j\varepsilon_j,\qquad E\simeq q_s-ik_0\sum_jd_j\left(1-\frac{s^2}{\varepsilon_j}\right).$$

To first order in thickness, their ratio $Y=E/H$ is

$$Y\simeq q_s-ik_0\sum_jd_jB_j,\qquad B_j=1-\frac{s^2}{\varepsilon_j}-\varepsilon_jq_s^2 .$$

Equation (2) reads $r=(q_0-Y)/(q_0+Y)$, whose derivative is $-2q_0/(q_0+Y)^2$. Therefore

$$r\simeq r_0+\frac{2iq_0k_0}{(q_0+q_s)^2}\sum_jd_jB_j. \tag{4}$$

### What disappears at the Brewster angle

Away from the Brewster angle, the linear change in $R=|r|^2$ is the interference term $2r_0\operatorname{Re}(r-r_0)$. Since $\operatorname{Re}(iB_j)=-\operatorname{Im}B_j$ and $\operatorname{Im}(1/\varepsilon_j)=-\operatorname{Im}\varepsilon_j/|\varepsilon_j|^2$,

$$\Delta R_{\rm lin}=\frac{4r_0q_0k_0}{(q_0+q_s)^2}\sum_jd_j\operatorname{Im}\varepsilon_j\left(q_s^2-\frac{s^2}{|\varepsilon_j|^2}\right). \tag{5}$$

This term needs both a bare reflection, $r_0\ne0$, and a lossy film. For lossless films on lossless silicon it vanishes at every angle, so a long wavelength helps even without Brewster incidence. What the Brewster angle removes is the linear effect of film loss, together with the bare reflection itself.

With $q_s=q_0$, equation (3) turns the bracket into

$$B_j=\frac{(1+\varepsilon_s)\varepsilon_j-\varepsilon_s-\varepsilon_j^2}{\varepsilon_j(1+\varepsilon_s)}
=-\frac{(\varepsilon_j-1)(\varepsilon_j-\varepsilon_s)}{\varepsilon_j(1+\varepsilon_s)} .$$

The prefactor in (4) becomes $ik_0/(2q_0)=i\pi\sqrt{1+\varepsilon_s}/\lambda$. Squaring the amplitude gives the leading-order result

$$R\simeq\left(\frac{\pi}{\lambda}\right)^2\frac1{1+\varepsilon_s}\left|\sum_jd_j\frac{(\varepsilon_j-1)(\varepsilon_j-\varepsilon_s)}{\varepsilon_j}\right|^2. \tag{6}$$

A layer with $\varepsilon_j=1$ is vacuum, and one with $\varepsilon_j=\varepsilon_s$ is more silicon; both drop out. This is why undoped polysilicon, given the permittivity of the wafer, adds nothing at this order. The factor $1/\varepsilon_j$ warns of large reflection when a film's permittivity comes close to zero.

The powers of thickness were tested with the full layer equations at 10.6 µm, by doubling a film from 0.5 to 1 nm. For absorbing nitride the change in $R$ grew by a factor 3.998 at the Brewster angle and 2.000 at normal incidence. For a lossless film at normal incidence the factor was 4.000.

### When the film is not optically thin

For a uniform film, (1) can be solved without expansion. Let $q_f=\sqrt{\varepsilon_f-s^2}/\varepsilon_f$ and $\phi=k_0d\sqrt{\varepsilon_f-s^2}$. Each field obeys an oscillator equation, and the values $H_b,E_b$ at the bottom give at the top

$$H=H_b\cos\phi-\frac{i}{q_f}E_b\sin\phi,\qquad E=E_b\cos\phi-iq_fH_b\sin\phi .$$

At the Brewster angle set $H_b=1$, $E_b=q_0$. Equation (2) then gives

$$r=\frac{-i\sin\phi\,(q_0^2/q_f-q_f)}{2q_0\cos\phi-i\sin\phi\,(q_0^2/q_f+q_f)} .$$

For a lossless film with real $q_f$, use $(q_0^2+q_f^2)^2=(q_0^2-q_f^2)^2+4q_0^2q_f^2$ in the squared denominator:

$$R=\frac{F\sin^2\phi}{1+F\sin^2\phi},\qquad F=\frac{(q_0^2-q_f^2)^2}{4q_0^2q_f^2}. \tag{7}$$

For small $\phi$ this is $F\phi^2$, the square law again. For $\phi$ near $\pi/2$ it approaches $F/(1+F)$, which can be large although the bare wafer reflects nothing.

## From reflectance to temperature

The coupled fraction is $A=1-R$. It includes light absorbed in the films, so it must be shown that this heat also reaches the wafer.

At the Brewster angle, with $H=1$ and negligible reflection, the field components in a thin film are $|E_x|=Z_0q_0$ and $|E_z|=Z_0s/|\varepsilon|$. The absorbed power per area is $\tfrac12\omega\varepsilon_0\operatorname{Im}\varepsilon\,(|E_x|^2+|E_z|^2)d$, and the incident power per surface area is $\tfrac12Z_0q_0$. Their ratio is the film's share,

$$f\simeq\frac{k_0d\operatorname{Im}\varepsilon}{\cos\theta_B}\left(\cos^2\theta_B+\frac{\sin^2\theta_B}{|\varepsilon|^2}\right).$$

Let $q$ be the total absorbed flux. The film then receives $fq/A$. If this heat is released uniformly, the downward heat flux grows linearly from zero at the top, and integrating flux over conductivity gives an extra temperature drop $fqd/(2\kappa_fA)$ across the film.

For the wafer, consider first a heat pulse $Q$ per area at an insulated surface. It spreads as a Gaussian, with surface temperature $Q/(\rho c\sqrt{\pi Dt})$ and $D=\kappa/(\rho c)$. A constant flux is a succession of such pulses:

$$\Delta T=\int_0^t\frac{q\,dt'}{\rho c\sqrt{\pi D(t-t')}}=2q\sqrt{\frac{t}{\pi\kappa\rho c}}. \tag{8}$$

With constant thermal properties, the rise is proportional to $q$ and hence to $A$. A relative spread in $A$ becomes the same relative spread in temperature rise, provided that each region is wide enough to heat independently.

## Numbers for a patterned wafer

The following inputs are rough. At 10.6 µm silicon has index 3.42, oxide $2.1+0.2i$ and nitride $1.6+1.2i$. Thus $\varepsilon_s=11.696$ and $\theta_B=73.70^\circ$. The oxide permittivity is $4.370+0.840i$.

For 300 nm of oxide, $k_0d=0.178$. The moduli in (6) are $|\varepsilon-1|=3.47$, $|\varepsilon-\varepsilon_s|=7.37$ and $|\varepsilon|=4.45$, so

$$|r|\simeq\frac{\pi\times300}{10600}\,\frac{3.47\times7.37}{4.45\sqrt{12.696}}=0.144,$$

and $R\simeq2.06\%$. The full layer equations give 1.82%, so the leading-order value is about 13% too high relative to the full one. An oxide of 217 nm reflects 1%.

Five regions are compared: bare silicon, 150 nm oxide, 300 nm oxide, 50 nm nitride on 10 nm oxide, and 100 nm undoped polysilicon on 10 nm oxide. The spread is the largest minus the smallest absorptance, divided by the mean of the five. In each row the laser power is set to give the same mean rise of 700 K.

| Illumination | Range of $A$ (%) | Spread (%) | Spread (K) |
|---|---:|---:|---:|
| 10.6 µm, p, Brewster | 98.2–100.0 | 1.8 | 13 |
| 10.6 µm, normal | 68.7–71.2 | 3.5 | 25 |
| 10.6 µm, s, 73.70° | 28.2–29.7 | 5.4 | 38 |
| 0.81 µm, normal | 62.5–92.0 | 39 | 275 |
| 0.81 µm, p, Brewster | 67.5–100.0 | 37 | 260 |

The long wavelength makes the larger difference. At 0.81 µm, with indices 3.69 for silicon and 1.45 for oxide, the Brewster angle is 74.84°. For 150 nm of oxide, (7) has $F=0.532$ and $\phi=1.26$, giving $R=32.5\%$. This accounts for the low absorptance of 67.5%: Brewster incidence does not suppress the reflection from this film, because its phase thickness $\phi$ is not small. The temperature spreads at 0.81 µm are linear scalings, too large to be predictions with constant properties. The small spreads at 10.6 µm also depend on the thermal model: if silicon's conductivity falls as $T^{-1.3}$ during a rise from 700 to 1400 K, with constant heat capacity and all heat deposited at the surface, they grow by about 28%. Surface deposition requires an absorption depth well below the heat diffusion length; lightly doped silicon near 700 K, with a depth of order a millimetre, meets this only with added doping or preheating.

At 10.6 µm, going from normal to Brewster incidence roughly halves the spread for this set of films. It does not improve every film. The 300 nm oxide changes $A$ by $+1.2$ percentage points at normal incidence and by $-1.8$ at the Brewster angle. At normal incidence two effects compete: (5) predicts linear changes in $A$ of $-0.84$ and $-1.67$ points for 150 and 300 nm, whereas the full changes are $-0.13$ and $+1.16$. The remainders, $+0.71$ and $+2.84$, have a ratio near four, as a quadratic term should. The partial cancellation belongs to these films and thicknesses.

Polarization matters too. For s light, continuity of the electric field and its slope gives $r=(q_0-\sqrt{\varepsilon_s-s^2})/(q_0+\sqrt{\varepsilon_s-s^2})$. At $\theta_B$ the root equals $\varepsilon_sq_0$, so $R=[(\varepsilon_s-1)/(\varepsilon_s+1)]^2=71\%$. Small film effects then act on a small absorbed fraction, which enlarges the relative spread.

The heat released in the films changes little. Take a dwell of 0.5 ms and, for hot silicon, $\kappa=30$ W/(m K), $\rho=2330$ kg/m³ and $c=900$ J/(kg K). Inverting (8) for 700 K gives $q=22$ kW/cm². The 300 nm oxide absorbs 6.45% of the incident power; with $\kappa_f=1.4$ W/(m K), the extra drop is

$$\frac{0.0645\times(2.20\times10^8)\times(3\times10^{-7})}{2\times1.4\times0.982}\ \text{K}=1.5\ \text{K}.$$

Using silicon's $\rho c$ for the oxide as well, its diffusion time $d^2\rho c/\kappa_f$ is about 0.13 µs. This is far below the dwell, so the steady profile is justified.

## Where real wafers depart from the model

The optical constants used here are rough, and they change with temperature. Raising the oxide index by 20% lowers the reflectance of the 300 nm film from 1.82% to 1.18%, because its permittivity moves closer to that of silicon.

Hot silicon itself breaks the assumption of a fixed, real $\varepsilon_s$. A carrier of mass $m$ and damping rate $\gamma$ obeys $m(\gamma-i\omega)v=-eE$ for an electron. The resulting current adds $-Ne^2/[\varepsilon_0m(\omega^2+i\omega\gamma)]$ to the permittivity; holes add a term of the same form. With $10^{19}$ electron–hole pairs per cm³, a lattice index of 3.62 and rough masses and mobilities, $\varepsilon_s$ becomes $10.35+3.14i$. At the original angle, bare silicon then reflects 0.48%, and the spread rises from 1.8% to 3.1%, or about 22 K for a 700 K rise with constant thermal properties.

The reason is that interference returns. The bare amplitude is $\sqrt{0.0048}=0.07$, and that of the 300 nm oxide on cold silicon is $\sqrt{0.0182}=0.135$. Their cross term can reach $2\times0.07\times0.135=1.9\%$, as large as the film's own reflectance. Since $r_0$ is now complex, even lossless films can contribute linearly. At normal incidence the same hot inputs give a spread of 6.2%, so for these films the oblique p-polarized beam still roughly halves the spread. These values depend strongly on the carrier density. Near 1400 K the intrinsic density is roughly $2\times10^{19}$ pairs per cm³; with the other inputs unchanged, the spreads then become about 4.6% at the original oblique angle and 10% at normal incidence.

Other departures have different weights:

- **Angle and polarization.** An error of 2° gives a bare reflectance of up to 0.40% and restores the linear term for lossy films. One percent of s light adds 0.71% to the bare reflectance, mostly an offset shared by all regions.
- **Heavy doping.** A 30 nm layer with $10^{20}$ electrons per cm³ has $\varepsilon=-19.9+15.0i$ in this carrier model and reflects 0.75% on cold silicon. On the hot silicon with $10^{19}$ pairs per cm³, and with the layer's electron mobility halved, it raises the reflectance from 0.48% to 1.2–1.3%, depending on whether the layer is given the hot or the cold lattice index.
- **Metal.** For a conducting sheet whose carrier scattering time $\tau$ obeys $\omega\tau\ll1$ (a few femtoseconds or less at 10.6 µm), $k_0d\varepsilon\simeq iZ_0/R_s$, where $R_s$ is the sheet resistance; for $\tau=10$ fs the reflectance found below drops only to about 66%. Below it $H=1$ and $E=q_0$; above it $H=1+X$ with $X=Z_0q_0/R_s$, while $E$ hardly changes. Thus $r=X/(2+X)$. At 10 Ω per square, $X=10.6$ and $R=71\%$. A continuous metal film of this sheet resistance defeats the scheme even when it is only 20 nm thick.
- **Incomplete absorption.** The intensity decay length is $\lambda/(4\pi\operatorname{Im}n)$. It is 1.75 µm in the hot silicon but 1.9 mm at $2\times10^{16}$ pairs per cm³, more than the thickness of a usual wafer. Lightly doped silicon therefore needs more carriers before $1-R$ measures the absorbed fraction.
- **Lateral structure.** The heat diffusion length $\sqrt{Dt}$ is 85 µm. Much smaller regions share their heat, while much larger ones keep their own temperatures. Scattering from pattern edges and metal gratings is outside this calculation.

The design rule is therefore conditional: use a wavelength long compared with the optical thickness of the dielectric stack, p polarization, and an angle near the reflectance minimum of the silicon as it is during the anneal. The stack should contain no continuous metal and no film with permittivity near zero, and the silicon must absorb the transmitted light. This angle minimizes the bare reflection, not necessarily the spread. For the five cold regions above, the spread is smallest near 65°, at about 0.4%, although bare silicon then reflects about 4%. The best angle for uniformity thus depends on the films present. The numerical output below gives the individual absorptances and the sizes of several corrections.

## Values computed for the example and the checks

```
Si index at 10.6 um, 0.81 um: 3.42, 3.69
oxide, nitride index at 10.6 um: (2.1+0.2j), (1.6+1.2j)
oxide, nitride index at 0.81 um: 1.45, 2.0
Si permittivity at 10.6 um: 11.696
oxide permittivity at 10.6 um: 4.370+0.840j
nitride permittivity at 10.6 um: 1.120+3.840j
Brewster angle 10.6, 0.81 um: 73.70, 74.84 deg
k0*d for 300 nm at 10.6 um: 0.1778
Brewster reflectance at 10.6 um, full / thin-film formula (%):
  bare: 0.0000 / 0.0000
  oxide150: 0.4917 / 0.5157
  oxide300: 1.8242 / 2.0626
  nitride50/oxide10: 0.2320 / 0.2473
  poly100/oxide10: 0.0023 / 0.0023
Absorptance (%) in the same order of regions; relative spread:
  10.6 um p Brewster: 100.00 99.51 98.18 99.77 100.00; 1.83 %
  10.6 um normal: 70.02 69.90 71.19 68.73 70.17; 3.51 %
  10.6 um s same angle: 29.02 28.92 29.73 28.17 29.11; 5.37 %
  0.81 um normal: 67.10 92.02 68.10 85.76 62.54; 39.25 %
  0.81 um p Brewster: 100.00 67.46 84.64 87.10 99.63; 37.08 %
Temperature spread for a 700 K mean rise (K):
  10.6 um p Brewster: 12.8
  10.6 um normal: 24.6
  10.6 um s same angle: 37.6
  0.81 um normal: 274.8
  0.81 um p Brewster: 259.5
R change on doubling d, nitride, Brewster: 3.998
R change on doubling d, nitride, normal: 2.000
R change on doubling d, lossless, normal: 4.000
oxide for R=1%, full / thin: 217.2 / 208.9 nm
dwell time: 0.50 ms
Si conductivity, density, heat capacity: 30.0 W/mK, 2330.0 kg/m3, 900.0 J/kgK
oxide conductivity: 1.4 W/mK
absorbed flux: 22.00 kW/cm2
power absorbed in 300 nm oxide: 6.45 %
extra temperature drop in that oxide: 1.55 K
lateral diffusion length sqrt(Dt): 84.6 um
hot Si: 1.0e+19 pairs/cm3, lattice index 3.62
hot Si permittivity: 10.353+3.136j
hot bare Si reflectance: 0.483 %
hot pattern relative spread: 3.10 %
absorption depth hot: 1.75 um
absorption depth preheat, 2.0e+16 pairs/cm3: 1.88 mm
30 nm layer, 1e20 electrons/cm3: eps -19.91+15.04j, R 0.751 %
bare R for 2 deg angular error: 0.402 %
bare R for s light: 70.98 %; 1% s adds 0.710 %
300 nm oxide R with index 20% higher: 1.183 %
10 ohm/sq metal R, 20 nm / sheet law: 70.6 / 70.7 %
```
